# Surface diffusion can create new extrema on a monotone height step: verification in Python

```python
"""
Result under test: the linear surface-diffusion equation h_t = -B h_xxxx turns a
monotone height step into a profile with new extrema, although each Fourier mode decays.
Symbols: h height, x position, t time, B surface-diffusion coefficient (length^4/time),
H step height, L = (B t)^(1/4), xi = x/L, S(xi) = h/H for a sharp step from -1/2 to +1/2,
G = dS/dxi. Rough copper-like inputs are used for the example.
"""
import numpy as np
from math import gamma, factorial, pi, sqrt, exp
from scipy import constants
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq

dq = 1 / 64
q = np.arange(0, 193) * dq      # exp(-q^4) is negligible at the upper end


def kernel(xi, derivative=0):
    """G for derivative=0, its second derivative for derivative=2."""
    weight = np.exp(-q**4)
    if derivative == 2:
        weight = -q**2 * weight
    weight[0] *= 0.5
    return np.cos(np.outer(np.atleast_1d(xi), q)) @ weight * dq / pi


def step_profile(xi, width=0.0, bulk=0.0, vapour=0.0):
    """Height/H of an evolved linear ramp; width is in units of L."""
    xi = np.atleast_1d(xi)
    weight = np.exp(-q**4 - bulk * q**3 - vapour * q**2)
    weight *= np.sinc(q * width / (2 * pi))
    weight[0] *= 0.5
    basis = xi[:, None] * np.sinc(np.outer(xi, q) / pi)
    return basis @ weight * dq / pi


def ridge(width=0.0, bulk=0.0, vapour=0.0):
    """Overshoot/H and ridge position/L."""
    xi = np.arange(0, width / 2 + 8, 0.002)
    height = step_profile(xi, width, bulk, vapour)
    top = np.argmax(height)
    return height[top] - 0.5, xi[top]


def grid_overshoot(height):
    """Maximum above the terrace, refined by a parabola through three cells."""
    i = int(np.argmax(height))
    assert 0 < i < len(height) - 1
    left, mid, right = height[i - 1:i + 2]
    return mid - (right - left)**2 / (8 * (left - 2 * mid + right)) - 0.5


# Zeros of the kernel are the extrema of the sharp-step solution.
scan = np.arange(0.1, 11.0, 0.05)
values = kernel(scan)
zeros = [brentq(lambda z: kernel(z)[0], scan[i], scan[i + 1])
         for i in range(len(scan) - 1) if values[i] * values[i + 1] < 0]
xi_ridge = zeros[0]
delta = step_profile(xi_ridge)[0] - 0.5
second = step_profile(zeros[1])[0] - 0.5
phase_factor = 3 * sqrt(3) / 8 * 4**(-1 / 3)
saddle_zeros = [((2 * pi / 3 + n * pi) / phase_factor)**0.75 for n in range(3)]
assert delta > 0 and second < 0
assert abs(saddle_zeros[2] / zeros[2] - 1) < 0.01

# Gamma-function series against the Fourier integral.
series = sum((-1)**n * gamma((2 * n + 1) / 4) * xi_ridge**(2 * n + 1)
             / factorial(2 * n + 1) for n in range(30)) / (4 * pi)
assert abs(series - delta - 0.5) < 1e-10

# Moments by direct quadrature.
xm = np.arange(0, 44 * 32 + 1) / 32
gm = kernel(xm)
moment0, moment2, moment4 = [2 * simpson(xm**n * gm, x=xm) for n in (0, 2, 4)]
exp_moment = 2 * simpson(np.cosh(0.5 * xm) * gm, x=xm)
assert abs(moment0 - 1) < 1e-7 and abs(moment2) < 1e-5
assert abs(moment4 + 24) < 1e-3
assert abs(exp_moment - exp(-0.5**4)) < 1e-5

# Excess volume on the terrace against the time-integrated outward flux.
xi_cross = brentq(lambda z: step_profile(z)[0] - 0.5, 1.5, 3)
xs = np.linspace(xi_cross, xi_cross + 30, 3001)
excess = simpson(step_profile(xs) - 0.5, x=xs)
# The time integral is rewritten with s = x/t^(1/4) at fixed x.
flux_total = 4 * xi_cross * simpson(kernel(xs, 2) / xs**2, x=xs)
assert excess > 0 and abs(flux_total - excess) < 1e-4

# Independent finite-difference evolution with reflecting ends, B = H = 1.
n_cells, dx = 1000, 0.02
x_grid = (np.arange(n_cells) - (n_cells - 1) / 2) * dx
laplace = (np.diag(-2 * np.ones(n_cells)) + np.diag(np.ones(n_cells - 1), 1)
           + np.diag(np.ones(n_cells - 1), -1))
laplace[0, 0] = laplace[-1, -1] = -1
eigenvalues, vectors = np.linalg.eigh(laplace / dx**2)
start = 0.5 * np.sign(x_grid)
coefficients = vectors.T @ start
fd_overshoots, fd_energies = [], []
for time in (0.05, 0.2):
    evolved = vectors @ (np.exp(-eigenvalues**2 * time) * coefficients)
    fd_overshoots.append(grid_overshoot(evolved))
    assert abs(fd_overshoots[-1] - delta) < 5e-4
    energy = np.sum(np.diff(evolved)**2) / dx
    formula = 2**(-0.25) * gamma(1.25) / (pi * time**0.25)
    assert abs(energy / formula - 1) < 0.01
    fd_energies.append(energy)
assert fd_energies[1] < fd_energies[0]
diffused = vectors @ (np.exp(eigenvalues * 0.2) * coefficients)
assert np.min(np.diff(diffused)) > -1e-11 and np.max(diffused) < 0.5 + 1e-11

# A wide ramp has isolated corners at early time.
early_ratio = 20.0
assert abs(ridge(early_ratio)[0] * early_ratio - excess) < 1e-4

# A tanh step of scale a: search for the first negative slope, tau = B t/a^4.
dk = 1 / 32
k = np.arange(0, 12 * 32 + 1) * dk
slope_transform = np.ones_like(k)
slope_transform[1:] = (pi * k[1:] / 2) / np.sinh(pi * k[1:] / 2)
slope_transform[0] = 0.5
xt = np.arange(0, 14 * 32 + 1) / 32
cosines = np.cos(np.outer(xt, k))


def least_scaled_slope(tau):
    slope = cosines @ (slope_transform * np.exp(-tau * k**4)) * dk / pi
    return np.min(slope * np.cosh(xt)**2)


initial_slope = 0.5 / np.cosh(xm)**2
m2, m4 = [2 * simpson(xm**n * initial_slope, x=xm) for n in (2, 4)]
tau_bound = (m4 - m2**2) / 24
assert abs(tau_bound - pi**4 / 1080) < 1e-6
tau_onset = brentq(least_scaled_slope, 0.005, tau_bound, xtol=1e-7)
assert all(least_scaled_slope(f * tau_onset) > 0 for f in (0.3, 0.5, 0.8))
assert all(least_scaled_slope(f * tau_onset) < 0 for f in (1.2, 1.5, 2.0))

# Example inputs: nm, s, eV, K unless the name says otherwise.
temperature = 1100.0
height = 100.0
ramp_width = 1000.0
anneal = 3600.0
surface_diffusivity_cm2 = 1e-5
bulk_diffusivity_cm2 = 1e-10
surface_energy = 10.0
atomic_volume = 0.012
vapour_pressure_torr = 5e-7
copper_mass_u = 63.55
thermal = constants.k * temperature / constants.e
B = (surface_diffusivity_cm2 * 1e14 * surface_energy
     * atomic_volume**(4 / 3) / thermal)
L = (B * anneal)**0.25
ratio = ramp_width / L
final_overshoot, final_position = ridge(ratio)
initial_gradient = height / ramp_width

# Bulk diffusion and evaporation enter the decay rate as k^3 and k^2.
C = bulk_diffusivity_cm2 * 1e14 * surface_energy * atomic_volume / thermal
bulk_strength = C * anneal / L**3
gamma_si = surface_energy * constants.e * 1e18
volume_si = atomic_volume * 1e-27
thermal_si = constants.k * temperature
mass = copper_mass_u * constants.atomic_mass
pressure = vapour_pressure_torr * constants.torr
A = (pressure * gamma_si * volume_si**2
     / (sqrt(2 * pi * mass) * thermal_si**1.5) * 1e18)
vapour_strength = A * anneal / L**2
recession = pressure * volume_si / sqrt(2 * pi * mass * thermal_si) * anneal * 1e9
with_bulk = ridge(ratio, bulk=bulk_strength)[0]
with_vapour = ridge(ratio, vapour=vapour_strength)[0]

# Full curvature equation, and a version with slope-dependent stiffness.
cells, step = 480, 0.05
xr = (np.arange(cells) - (cells - 1) / 2) * step
ramp_start = np.clip(xr / ratio, -0.5, 0.5)
slope_scale = height / L


def evolve_ramp(full_curvature, stiffness_rise):
    def rate(_, profile):
        slope = np.zeros(cells + 1)
        slope[1:-1] = np.diff(profile) / step * slope_scale
        root = np.sqrt(1 + slope**2) if full_curvature else np.ones(cells + 1)
        bending = slope / root + stiffness_rise * slope**2 / (2 * initial_gradient)
        curvature = np.diff(bending) / step
        flux = np.zeros(cells + 1)
        flux[1:-1] = np.diff(curvature) / step / root[1:-1]
        return -np.diff(flux) / step / slope_scale
    answer = solve_ivp(rate, (0, 1), ramp_start, method="LSODA",
                       lband=2, uband=2, rtol=1e-7, atol=1e-9)
    assert answer.success
    return grid_overshoot(answer.y[:, -1])


linear_fd = evolve_ramp(False, 0.0)
curved_fd = evolve_ramp(True, 0.0)
stiff_fd = evolve_ramp(False, 0.5)
assert abs(linear_fd - final_overshoot) < 5e-4
assert abs(curved_fd / linear_fd - 1) < 2 * initial_gradient**2
assert min(with_bulk, with_vapour, curved_fd, stiff_fd) > 0

# Energy relative to a flat surface, per nm along the step.
xe = np.linspace(0, 20, 4001)
gradient = np.gradient(step_profile(xe, ratio), xe)
energy_start = 0.5 * surface_energy * height**2 / ramp_width
energy_end = surface_energy * height**2 / L * simpson(gradient**2, x=xe)
assert energy_end < energy_start
layer = atomic_volume**(1 / 3)
roughness = sqrt(thermal / (2 * pi * surface_energy) * np.log(L / layer))
tanh_scale = ramp_width / 2

print(f"Sharp step: first three extrema xi = {zeros[0]:.4f}, {zeros[1]:.4f}, {zeros[2]:.4f}")
print("Saddle-point estimates xi = " + ", ".join(f"{z:.4f}" for z in saddle_zeros))
print(f"Ridge overshoot / H = {delta:.5f}; next extremum / H = {second:.6f}")
print(f"Finite-difference overshoots / H = {fd_overshoots[0]:.5f}, {fd_overshoots[1]:.5f}")
print(f"Kernel moments M0, M2, M4 = {moment0:.5f}, {abs(moment2):.5f}, {moment4:.4f}")
print(f"Terrace crossing xi = {xi_cross:.4f}; excess volume Q = {excess:.5f}")
print(f"Time-integrated outward flux = {flux_total:.5f}")
print(f"Ordinary diffusion: maximum h/H = {np.max(diffused):.5f}")
print(f"tanh step: onset B t/a^4 = {tau_onset:.5f}; moment bound = {tau_bound:.5f}")
print(f"Temperature = {temperature:.0f} K; thermal energy = {thermal:.5f} eV")
print(f"Step height = {height:.0f} nm; ramp width = {ramp_width:.0f} nm")
print(f"Initial slope = {initial_gradient:.3f}; anneal = {anneal:.0f} s")
print(f"Surface diffusivity = {surface_diffusivity_cm2:.1e} cm2/s")
print(f"Surface energy = {surface_energy:.1f} eV/nm2; atomic volume = {atomic_volume:.3f} nm3")
print(f"B = {B:.4e} nm4/s; L after anneal = {L:.1f} nm; w/L = {ratio:.4f}")
for time in (1.0, 10.0, 60.0, 600.0, 3600.0):
    length = (B * time)**0.25
    amount, position = ridge(ramp_width / length)
    assert 0 < amount <= delta + 1e-8
    print(f"At {time:.0f} s: L = {length:.1f} nm, overshoot = {height * amount:.3f} nm, "
          f"ridge at x = {length * position:.0f} nm")
print(f"Final overshoot = {10 * height * final_overshoot:.1f} angstrom")
print(f"Final overshoot / atomic spacing = {height * final_overshoot / layer:.1f}")
print(f"Excess surface energy: start {energy_start:.2f}, end {energy_end:.2f} eV/nm")
print(f"tanh scale a = {tanh_scale:.0f} nm: onset = {tau_onset * tanh_scale**4 / B:.2f} s, "
      f"bound = {tau_bound * tanh_scale**4 / B:.2f} s")
print(f"Full curvature changes overshoot by {100 * (curved_fd / linear_fd - 1):.3f} %")
print(f"Assumed stiffness rise changes overshoot by {100 * (stiff_fd / linear_fd - 1):.2f} %")
print(f"Bulk diffusivity = {bulk_diffusivity_cm2:.1e} cm2/s; C t/L^3 = {bulk_strength:.4f}")
print(f"Bulk diffusion changes overshoot by {100 * (with_bulk / final_overshoot - 1):.2f} %")
print(f"Vapour pressure = {vapour_pressure_torr:.1e} Torr; A t/L^2 = {vapour_strength:.2e}")
print(f"Evaporation changes overshoot by {100 * (with_vapour / final_overshoot - 1):.4f} %")
print(f"Uniform recession in open vacuum = {recession:.1f} nm")
print(f"Thermal roughness estimate = {roughness:.3f} nm")
for factor in (0.1, 10.0):
    amount, position = ridge(ratio / factor**0.25)
    print(f"B times {factor:g}: overshoot = {height * amount:.3f} nm, "
          f"ridge at x = {L * factor**0.25 * position:.0f} nm")
print("checks complete")
```

Printed output:

```
Sharp step: first three extrema xi = 3.4535, 6.7843, 9.6359
Saddle-point estimates xi = 3.4030, 6.7658, 9.6252
Ridge overshoot / H = 0.05221; next extremum / H = -0.006154
Finite-difference overshoots / H = 0.05221, 0.05221
Kernel moments M0, M2, M4 = 1.00000, 0.00000, -24.0000
Terrace crossing xi = 2.2999; excess volume Q = 0.09701
Time-integrated outward flux = 0.09701
Ordinary diffusion: maximum h/H = 0.50000
tanh step: onset B t/a^4 = 0.02852; moment bound = 0.09019
Temperature = 1100 K; thermal energy = 0.09479 eV
Step height = 100 nm; ramp width = 1000 nm
Initial slope = 0.100; anneal = 3600 s
Surface diffusivity = 1.0e-05 cm2/s
Surface energy = 10.0 eV/nm2; atomic volume = 0.012 nm3
B = 2.8983e+08 nm4/s; L after anneal = 1010.7 nm; w/L = 0.9894
At 1 s: L = 130.5 nm, overshoot = 1.261 nm, ridge at x = 801 nm
At 10 s: L = 232.0 nm, overshoot = 2.403 nm, ridge at x = 1020 nm
At 60 s: L = 363.1 nm, overshoot = 3.707 nm, ridge at x = 1383 nm
At 600 s: L = 645.8 nm, overshoot = 4.680 nm, ridge at x = 2299 nm
At 3600 s: L = 1010.7 nm, overshoot = 4.993 nm, ridge at x = 3533 nm
Final overshoot = 49.9 angstrom
Final overshoot / atomic spacing = 21.8
Excess surface energy: start 50.00, end 11.77 eV/nm
tanh scale a = 500 nm: onset = 6.15 s, bound = 19.45 s
Full curvature changes overshoot by 0.011 %
Assumed stiffness rise changes overshoot by 3.24 %
Bulk diffusivity = 1.0e-10 cm2/s; C t/L^3 = 0.0441
Bulk diffusion changes overshoot by -1.51 %
Vapour pressure = 5.0e-07 Torr; A t/L^2 = 3.56e-05
Evaporation changes overshoot by -0.0039 %
Uniform recession in open vacuum = 28.7 nm
Thermal roughness estimate = 0.113 nm
B times 0.1: overshoot = 4.534 nm, ridge at x = 2041 nm
B times 10: overshoot = 5.148 nm, ridge at x = 6229 nm
checks complete
```
